Surface-diffusion instability of an isotropic cylindrical nanowire

A long solid nanowire is heated in vacuum, well below its melting point. Atoms move along its surface, and the shape changes although nothing melts. The problem asks which small ripples grow, which grows fastest, and how long a silicon wire would last.

The wire is an infinite cylinder of radius R along z. Its surface energy per area, γ, and its surface mobility are the same for every orientation. Transport is by surface diffusion alone, and each surface element is in local equilibrium with its adatoms. Ω is the volume per atom, ν the number of surface sites per area, and k_B T the thermal energy. The formulas hold in atomic units or in any other consistent set; the numbers are in nm, eV, s and K. Subscripts z and t denote derivatives.

**(a) The surface has the axisymmetric shape r(z). Find the chemical potential of an atom on it, relative to an atom at a flat surface.**

A strip of surface between z and z + dz has slant length w dz, where

w = √(1 + r_z²).

The surface energy is therefore

E = 2πγ ∫ r w dz.

Change the shape from r to r + η, with η small and vanishing at the ends. Since δw = r_z η_z/w,

δE = 2πγ ∫ [w η + (r r_z/w) η_z] dz.

Integrating the second term by parts moves the derivative off η:

δE = 2πγ ∫ [w − ∂_z(r r_z/w)] η dz.

The volume is V = ∫ πr² dz, so δV = ∫ 2πr η dz. The energy per added volume at a given place is the ratio of the two integrands. One atom adds the volume Ω, hence

μ = γΩκ, κ = [w − ∂_z(r r_z/w)]/r.

To expand the derivative, use w_z = r_z r_zz/w:

∂_z(r r_z/w) = r_z²/w + r r_zz/w − r r_z² r_zz/w³.

The last two terms combine to r r_zz(w² − r_z²)/w³ = r r_zz/w³, because w² − r_z² = 1. For the same reason w − r_z²/w = 1/w. Thus

κ = 1/(r w) − r_zz/w³.

This is the sum of the two principal curvatures, counted positive for a convex solid. A straight cylinder has κ = 1/R. The first term raises the potential where the wire is thin. The second lowers it where r_zz > 0, as at a neck. These two terms compete in what follows.

**(b) Atoms drift down the gradient of μ. Derive the equation of motion of r(z,t).**

Let J be the number of atoms crossing unit length of a circumferential line per unit time. The mobile atoms have a density times diffusivity that is written ν D_s; this defines the mass-transfer diffusivity D_s. The Einstein relation gives the drift

J = −(ν D_s/k_B T) ∂μ/∂s,

where s is arc length along the profile. Since ds = w dz, ∂μ/∂s = μ_z/w.

Now count atoms between two planes z and z + dz. Their number is πr² dz/Ω. It changes only through the flux across the two circles of circumference 2πr:

2πr r_t/Ω = −∂_z(2πr J).

Inserting J and μ = γΩκ gives

r_t = (B/r) ∂_z[(r/w) κ_z], B = D_s γ Ω² ν/(k_B T).

B has the dimension length⁴/time. Multiplying the equation by 2πr and integrating over a period makes the right side vanish, so volume is conserved.

**(c) Put r = R + δ(z,t) with |δ| much smaller than R and small slopes. Which wavelengths grow, and which grows fastest?**

To first order w = 1, because its correction is quadratic in the slope. With 1/(R + δ) = 1/R − δ/R²,

κ = 1/R − δ/R² − δ_zz.

The uniform part 1/R drops out of κ_z, so κ_z is already of first order. The factors r and 1/w multiplying it may be replaced by R and 1:

δ_t = B κ_zz = −B(δ_zz/R² + δ_zzzz).

For a ripple δ = a(t) cos(kz), δ_zz = −k²δ and δ_zzzz = k⁴δ. Hence a grows as exp(σt) with

σ(k) = B k²(1/R² − k²).

The equation is linear, so a general small axisymmetric disturbance is a sum of such ripples, each evolving at its own rate.

The sign of σ is that of 1/R² − k². A ripple grows if kR < 1, that is, if its wavelength λ = 2π/k satisfies

λ > 2πR.

At λ = 2πR it is neutral in this linear theory, and shorter ripples decay. In a long ripple the thin neck has the higher potential and feeds the bulges. In a short one the axial curvature reverses the gradient and refills the neck.

For the maximum, set x = k²R²:

σ = (B/R⁴) x(1 − x) = (B/R⁴)[1/4 − (x − 1/2)²].

The square vanishes at x = 1/2, so k = 1/(√2 R) and

λ_f = 2π√2 R, σ_max = B/(4R⁴).

The fastest wavelength is √2 times the critical one. It does not depend on B: temperature and surface energy affect only the time, while the radius sets the length and also enters the time, as R⁴.

Two limits explain the maximum. For kR ≪ 1, σ ≈ Bk²/R²: the driving force is there, but atoms must travel far and the gradient is weak. For kR ≫ 1, σ ≈ −Bk⁴, the smoothing rate of a flat surface.

The selection is broad. Half the maximum rate requires x(1 − x) = 1/8, so x = (1 ± 1/√2)/2, and λ = 2πR/√x runs from 6.80R to 16.42R. If all ripples start with equal amplitude, then after n e-folding times of the fastest one, t = 4nR⁴/B, their amplitudes relative to it are

exp[−4n(x − 1/2)²].

The band of x narrows only as 1/√n, so an array of beads that starts from random roughness should have scattered spacings.

As a numerical test, a ripple of amplitude 10⁻³R was inserted in the full equation of part (b), and its growth rate was read off. The rate vanished at 6.2832R and was largest at 8.886R, where it was 0.25000 B/R⁴. These agree with 2πR, 2π√2 R and B/(4R⁴).

**(d) Find the threshold again from the surface area at fixed volume. Does the energy also select the fastest wavelength?**

Write r = R̄ + a cos(kz). The mean of r² must remain R²:

R̄² + a²/2 = R², so R̄ ≈ R − a²/(4R).

Rippling at fixed volume thus lowers the mean radius, which saves area. The slopes cost area. To second order w ≈ 1 + r_z²/2, and the mean of r_z² is k²a²/2. The area per length is

2π(R̄ + R k²a²/4),

and its change from 2πR is

ΔA/L = πa²(k²R² − 1)/(2R).

It is negative for kR < 1, the same threshold as before. For a given amplitude, however, the saving is greatest as k → 0. Energy alone would favour ever longer ripples. The finite wavelength λ_f comes from the cost in time of moving atoms over long distances.

Energy also allows a comparison with the possible end state. If each wavelength collects into one sphere of radius s, volume conservation gives

(4/3)πs³ = πR²λ, s = (3R²λ/4)^(1/3).

The ratio of sphere area to wire area is 4πs²/(2πRλ) = 2s²/(Rλ). It is below one if 8s⁶ < R³λ³. Since s⁶ = 9R⁴λ²/16, this condition is (9/2)R⁴λ² < R³λ³, or

λ > 9R/2.

Between 4.5R and 2πR, spheres have less area than the wire, yet small ripples decay. Linear stability there does not exclude break-up after a sufficiently large disturbance. The areas alone do not say how large it must be.

**(e) Could a ripple that also varies around the circumference grow faster?**

Let r = R + δ with δ proportional to cos(mφ) cos(kz), where m is an integer. The surface element is

√[r²(1 + r_z²) + r_φ²] dφ dz ≈ [r + r r_z²/2 + r_φ²/(2r)] dφ dz.

Its variation with respect to r is, to first order in δ,

1 − Rδ_zz − δ_φφ/R.

The volume variation per dφ dz is r = R + δ. Dividing, as in part (a),

κ = 1/R − δ/R² − δ_zz − δ_φφ/R² = 1/R + (k²R² + m² − 1)δ/R².

The motion is again δ_t = B∇²κ, now with the Laplacian on the cylinder, ∂_z² + ∂_φ²/R², which multiplies δ by −(k² + m²/R²). Therefore

σ_m = B(k² + m²/R²)(1 − m² − k²R²)/R².

For m = 0 this is the result of part (c). For m ≥ 1 the second bracket is never positive, so no such mode grows. The neutral case m = 1, k = 0 is a sideways shift of the whole wire. At the k of the fastest axisymmetric ripple, the m = 1 mode decays at 0.750 B/R⁴, three times the rate at which the axisymmetric one grows.

**(f) A bare silicon wire with R = 20 nm is annealed at 1200 K. Find the wavelengths, the time to halve the neck radius from a 0.2 nm ripple, and the bead size.**

Take these rough typical values: γ = 8.0 eV/nm², Ω = 0.020 nm³, ν = 7.0 nm⁻², and D_s = D₀ exp(−Q/k_B T) with D₀ = 1.0 × 10¹³ nm²/s and Q = 2.30 eV.

The lengths need only the radius:

critical wavelength = 2π × 20 nm = 125.7 nm,

λ_f = √2 × 125.7 nm = 177.7 nm (1777 Å).

For the time, k_B T = 0.1034 eV gives D_s = 2.19 × 10³ nm²/s, and

B = 2190 × 8.0 × 0.020² × 7.0/0.1034 ≈ 474 nm⁴/s.

The e-folding time of the fastest ripple is

τ = 4R⁴/B = 4 × 20⁴/474.4 ≈ 1349 s.

If linear growth held throughout, the amplitude would rise from 0.2 nm to R/2 = 10 nm in

τ ln(10/0.2) = 3.91 × 1349 s ≈ 5280 s.

Integrating the full equation over one wavelength, from the same ripple until the neck radius is 10 nm, gives 4490 s. This is 15% less than the linear estimate. The difference measures the terms dropped in part (c), which speed up the thinning of the neck in this case. The linear theory still gives the time to within one e-folding time.

One sphere per fastest wavelength would have the radius

s = (0.75 × 177.7 × 20²)^(1/3) nm = 37.6 nm,

and 0.797 of the area of the original wire segment.

With temperature and surface condition held fixed, τ varies as R⁴: for a wire twice as thick, each e-folding takes sixteen times as long. The temperature dependence is also steep. Extrapolating with the same parameters gives τ = 5.3 × 10⁸ s at a growth temperature of 750 K, about 17 years, and 9.4 × 10²¹ s at a use temperature of 400 K. In this model the 20 nm wire is threatened by a hot anneal and not by growth or use at these temperatures.

**(g) Which neglected effects matter for these numbers?**

*Anisotropy.* Let the surface energy depend on the axial tilt θ, with tan θ = r_z:

γ(θ) = γ₀[1 + α(1 − cos 4θ)/2].

For small tilt, 1 − cos 4θ ≈ 8r_z², so the energy per unit r dφ dz is

γw ≈ γ₀(1 + 4αr_z²)(1 + r_z²/2) ≈ γ₀[1 + (1 + 8α)r_z²/2].

The cost of slope, and with it the term δ_zz in κ, is multiplied by 1 + 8α:

σ = B k²[1/R² − (1 + 8α)k²].

If 1 + 8α > 0, both the critical and the fastest wavelength are multiplied by √(1 + 8α), and the largest rate is divided by 1 + 8α. For α = +0.05 the fastest wavelength becomes 210.3 nm, and for α = −0.05 it becomes 137.7 nm. A 5% variation of surface energy of this cos 4θ form thus moves the wavelength by +18% or −23%, because the second derivative of γ enters, not γ alone.

A facet is a more severe case. Suppose γ has a cusp, γ = γ₀(1 + c|θ|) with c > 0. The mean of |r_z| for a ripple is 2ka/π, so the cusp costs an energy per length

2πRγ₀c × 2ka/π = 4γ₀cRka.

This is linear in a, whereas the capillary saving of part (d) is quadratic. For kR < 1 the total energy lies above that of the straight wire as long as

a < 8ckR²/[π(1 − k²R²)].

At a given k, cosine ripples below this amplitude no longer lower the energy. The sum of the linear cost and the quadratic saving is highest at half this bound, and for a ripple that keeps its cosine shape further growth goes downhill only beyond that point. The bound falls to zero as k → 0, as 8ckR²/π, so on an infinite wire any amplitude still lowers the energy at a long enough wavelength: for c = 0.05 a cosine ripple of 0.01R does so for λ above about 80R.

The bound depends on the shape. Take flat stretches at ±a joined by arcs a sin(z/R) of length πR. The rise and fall per wavelength is still 4a, so the cusp costs 8πγ₀cRa per wavelength. The quadratic energy πγ₀ ∫ (Rδ_z² − δ²/R) dz vanishes on the arcs and gives −πγ₀a²(λ − 2πR)/R on the flat stretches. The bound becomes a < 8cR²/(λ − 2πR). For c = 0.05 this is 0.15R at λ_f instead of 0.18R, and a ripple of 0.01R lowers the energy for λ above about 46R. For both shapes the cusp blocks small ripples near λ_f and leaves only very long ones.

*Strong curvature.* The equilibrium adatom density is proportional to exp(μ/k_B T) = exp(ℓκ), with ℓ = γΩ/(k_B T) = 1.547 nm. Its gradient is ℓ exp(ℓκ)κ_z. If ν D_s refers to the flat surface, linearization multiplies the rate by exp(ℓ/R) = 1.080 and leaves the wavelengths unchanged.

*Evaporation.* A surface evaporating freely recedes at v₀ exp(ℓκ). For ℓ/R ≪ 1 this adds −v₀ℓδκ = v₀ℓ(1/R² − k²)δ to δ_t. Relative to surface diffusion the added rate is v₀ℓ/(Bk²), which is 1.0 × 10⁻⁴ at λ_f for a rough vapour pressure of 10⁻⁹ Torr. The surface recedes by about 0.17 nm while the neck is halved. This uniform loss matters more than the added rate: it is 0.9% of R, τ varies as R⁴, and the neck itself is thinned, so the time to halve the neck falls by about 2%.

*Bulk diffusion.* Compare transport through the cross-section, D_v πR²/Ω, with transport around the rim, 2πRν D_s. The ratio is D_v R/(2Ων D_s) ≈ 3 × 10⁻⁵ for a rough bulk diffusivity D_v = 10⁻³ nm²/s.

*Wire ends.* The only length formed from B and the time t is (Bt)^(1/4), about 38 nm here. It sets, up to a factor of a few, the distance over which surface diffusion spreads a disturbance on a stable surface: on a flat surface the profile of a narrow ridge first crosses zero at about 3.5 times this length, and that of a point-like bump at about 4 times. On an unstable wire the disturbance from an end is also amplified as it spreads, so it can reach much farther, and this length is not a bound. The infinite-wire picture is meant for the middle of a wire many wavelengths long.

*Diffusion data.* An error of 0.1 eV in Q, with D₀ held fixed, changes the times at 1200 K by a factor of 2.63, and those at lower temperatures by more. The factor is 4.7 at 750 K and 18 at 400 K. The time at 1200 K is therefore an order-of-magnitude estimate and the extrapolated times are rougher still, while the wavelengths do not depend on Q.

**Relation to real wires.** Silicon nanowires with radii near 20 nm can be grown by catalysed chemical vapour deposition. The anneal at 1200 K is far hotter than the 750 K taken for growth. Real silicon wires have facets, which breaks the assumption of isotropy. A smooth 5% anisotropy of the cos 4θ form moves the predicted spacing from 178 nm to between 138 and 210 nm. The range depends on the form: with cos nθ the factor 1 + 8α becomes 1 + n²α/2, which for n = 6 puts the fastest linear wavelength at 56 or 245 nm. The 56 nm value is not a bead spacing: there the cost of slope rises quickly with tilt, and in the full equation, with the period held at one wavelength, a ripple of this wavelength stops growing at an amplitude of about 0.08R. This does not save the wire: on a stretch of several wavelengths longer disturbances take over, and fewer, more widely spaced necks go on thinning. Cusps can block small ripples at wavelengths near λ_f. The 0.2 nm ripple of part (f) spans only about one to four atomic steps from crest to trough, depending on the face. At λ_f the energy maximum of the cusp model lies at an amplitude of 1.5 to 1.8 nm for c = 0.05, and above 0.2 nm for any c larger than about 0.007. The time of 4490 s therefore holds for a surface without facets along the wire axis, not for a faceted wire. Hydrogen, chlorine, oxide or catalyst metal on the surface changes both γ and D_s, and these changes are not included in the times above. The spacing 2π√2 R is thus a reference value for a clean wire whose surface is nearly isotropic at the anneal temperature. The computed values are collected in the numerical output.

Computed results

```
TESTS, lengths in R and rates in B/R^4
critical wavelength, measured: 6.2832 R
critical wavelength, 2 pi: 6.2832 R
fastest wavelength, measured: 8.886 R
fastest wavelength, 2 pi sqrt 2: 8.886 R
largest rate, measured: 0.25000 B/R^4
half-rate band: 6.80 R to 16.42 R
m=1 rate at fastest k: -0.750 B/R^4
spheres and wire have equal area at: 4.500 R
INPUTS, silicon-like, rough typical values
wire radius: 20.0 nm
initial ripple amplitude: 0.2 nm
anneal temperature: 1200 K
surface energy: 8.0 eV/nm^2
atomic volume: 0.020 nm^3
site density: 7.0 nm^-2
diffusion prefactor: 1.0e+13 nm^2/s
activation energy: 2.30 eV
vapour pressure: 1.0e-09 Torr
bulk diffusivity: 1.0e-03 nm^2/s
anisotropy alpha: 0.05
RESULTS
thermal energy: 0.1034 eV
surface diffusivity: 2.190e+03 nm^2/s
coefficient B: 474.4 nm^4/s
critical wavelength: 125.7 nm
fastest wavelength: 177.7 nm = 1777 angstrom
e-folding time: 1349 s
neck halved, linear estimate: 5278 s
neck halved, full equation: 4492 s
bead radius: 37.6 nm
bead area / wire area: 0.797
NEGLECTED EFFECTS
fastest wavelength, alpha>0: 210.3 nm
fastest wavelength, alpha<0: 137.7 nm
capillary length: 1.547 nm
exponential Gibbs-Thomson rate factor: 1.080
evaporation / diffusion rate: 1.0e-04
thickness evaporated by then: 0.17 nm
bulk / surface transport: 3.3e-05
reach of a wire end, (B t)^(1/4): 38 nm
time factor for 0.1 eV error: 2.63
e-folding time at 750 K: 5.3e+08 s
e-folding time at 400 K: 9.4e+21 s
```
